Elongation of Coherently Strained Islands Beyond a Critical Area, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one strip to a rectangular island

### The numbers to be explained

A strained island 1 nm high is given round model parameters, stated below. When its area is 10 per cent below a certain value, the rectangle of lowest energy is a square of side 55 nm. When its area is 10 per cent above that value, the lowest rectangle measures 46 nm by 81 nm. At twice that value it measures 37 nm by 187 nm. Material properties and height are the same in all three cases, and the two in-plane directions are equivalent. At twice the value, elongation even costs 89 eV of additional edge energy. Something must repay that cost, and it must begin to do so at a definite size.

The repayment is elastic. A coherent island is strained to match its substrate, and near its edges it can relax by deforming the substrate. More edge gives more relaxation, but opposite edges interfere with each other. I first work out the energy of one long strip, where the competition is simplest, and then close the strip into a rectangle.

### The island and its edge energy

The island has a flat top at height h above a wetting layer of the same material. Four plane side facets rise at angle θ, each with projected width

w = h cot θ.

The outline at half height is a rectangle with sides s and t. Let u run from −1/2 at the top of the island to 1/2 at its base. The outline at level u has sides s + 2wu and t + 2wu, because each of two opposite edges moves by wu. The volume is therefore

V = h ∫ (s + 2wu)(t + 2wu) du = h(st + w²/3),

since the mean of u is zero and the mean of u² is 1/12. Fixed volume and fixed height thus mean fixed area A = st. The uniform misfit energy of the unrelaxed film is proportional to V and cannot influence the shape.

The side facets project onto the area

(s + w)(t + w) − (s − w)(t − w) = 2w(s + t).

Their true area is larger by 1/cos θ. They replace flat surface of energy γ_t by facet surface of energy γ_f, so the surface energy changes by

2w(s + t)(γ_f/cos θ − γ_t) = 2β(s + t),

β = h(γ_f/sin θ − γ_t cot θ).   (1)

Here β is the edge energy per length. The surface energies are taken to be independent of strain, and β is taken to be positive.

For the example h = 1 nm, w = 4 nm and γ_f = γ_t = 1 J/m². Then cot θ = 4, 1/sin θ = √17, and

β = (√17 − 4) × 1 nm × 1 J/m² = 0.768 eV/nm.

### What the island does to the substrate

The misfit stress in the film is biaxial, with value σ, positive for tension. Let h(x,y) denote the height profile. For a small facet slope h/w, the stress is nearly uniform through the thickness, and the film carries a force h(x,y)σ per length of cut. If the film exerts force density f on the substrate, the substrate exerts −f on the film. Equilibrium of a small column of film requires ∇(hσ) − f = 0, so

f = σ∇h(x,y).   (2)

This force acts under the facets only. A film in tension pulls the substrate inwards, towards the higher part of the island, as the sign of (2) says.

Let the surface of the substrate now move by u(x,y) in the plane. The film strain changes, and to first order its energy changes by

∫ hσ ∇·u d²r = −∫ σ∇h·u d²r = −∫ f·u d²r,

where the integration by parts leaves no boundary term because h vanishes far away. The deformed substrate stores an energy quadratic in u. At the minimum the quadratic term is half the size of the linear one, with opposite sign. The relaxation energy is

E_el = −½ ∫ f·u d²r.   (3)

It is quadratic in σ, so compressive and tensile misfit give the same result. The film's own quadratic energy has been dropped. For deformation of wavevector k it is smaller than that of the substrate by a factor of order hk. This factor is of order h/w at the facets and smaller on the scale of the whole island, so (3) is the leading order in the slope.

### Response of the half-space

Because f is a gradient, each of its Fourier components points along its own wavevector. One load suffices: a force f cos kx along x on the surface z = 0 of an isotropic body filling z > 0, with Young modulus Y and Poisson ratio ν. I try

u_x = (a₁ + a₂z) e^(−kz) cos kx,  u_z = (b₁ + b₂z) e^(−kz) sin kx.

The equilibrium equation is (1 − 2ν)∇²u + ∇(∇·u) = 0. Its divergence shows that ∇·u is harmonic, so ∇·u = C e^(−kz) sin kx with constant C. Direct differentiation gives

∇·u = [−k(a₁ + a₂z) − k(b₁ + b₂z) + b₂] e^(−kz) sin kx.

The terms in z must cancel, so b₂ = −a₂, and then C = −k(a₁ + b₁) − a₂. The Laplacian of u_x is −2ka₂ e^(−kz) cos kx, so the x equation reads −2k(1 − 2ν)a₂ + kC = 0, or C = 2(1 − 2ν)a₂. The z equation gives the same condition. Equating the two forms of C,

k(a₁ + b₁) = −(3 − 4ν)a₂.

The surface carries no normal stress. With shear modulus μ = Y/[2(1 + ν)] and Lamé constant λ = 2μν/(1 − 2ν), this means λC + 2μ(b₂ − kb₁) = 0. Inserting C and b₂ gives 4νa₂ − 2a₂ − 2kb₁ = 0, so

kb₁ = −(1 − 2ν)a₂,  ka₁ = −2(1 − ν)a₂.

The outward normal is −z, so the applied force equals minus the shear stress:

f = −μ(a₂ − ka₁ + kb₁) = −μa₂[1 + 2(1 − ν) − (1 − 2ν)] = −2μa₂.

Hence a₂ = −f/(2μ), and the surface displacement has amplitude

a₁ = (1 − ν)f/(μk) = 2(1 − ν²)f/(Yk).   (4)

It has the sign of the force, and long waves meet less resistance.

### The energy as an interaction of edges

With h_k = ∫ h(x,y) e^(−ik·r) d²r, the force component is iσk h_k. Equations (3) and (4) give

E_el = −[σ²(1 − ν²)/Y] ∫ d²k/(2π)² k|h_k|².   (5)

To return to real space, write k|h_k|² = |k h_k|²/k. The function 1/k is the transform of 1/(2πr), because ∫ e^(−ik·r)/r d²r = 2π ∫₀^∞ J₀(kr) dr = 2π/k, with J₀ the Bessel function. Therefore

E_el = −κJ,  κ = σ²h²(1 − ν²)/(2πY),   (6)

J = (1/h²) ∬ ∇h·∇h′/|r − r′| d²r d²r′.   (7)

The primed gradient is taken at r′. On a facet with outward in-plane normal n, ∇h = −(h/w)n. Two elements of edge therefore contribute n·n′/|r − r′|, averaged over the facet widths. Parallel normals increase the relaxation, opposite normals reduce it, and perpendicular edges contribute nothing in this form. The last property belongs to the total energy of a gradient force, not to every local displacement.

For the example the misfit strain is 0.03, Y = 100 GPa for film and substrate, and ν = 0.25. Then σ = 100 × 0.03/0.75 = 4 GPa, and

κ = (4 GPa)²(1 nm)²(0.9375)/(2π × 100 GPa) = 0.149 eV/nm.

### The simple case: a long strip

Take two parallel segments of length L, side by side at distance d. The separation v along their length occurs with weight L − |v|, so

I(L,d) = 2 ∫₀^L (L − v)/√(v² + d²) dv
= 2[L asinh(L/d) − √(L² + d²) + d].   (8)

For d ≪ L this becomes 2L[ln(2L/d) − 1].

An edge interacting with itself has to be averaged over its width. Two points placed uniformly across w lie a distance d apart with probability density 2(w − d)/w². With x = d/w,

⟨ln d⟩ = ln w + 2 ∫₀¹ (1 − x) ln x dx = ln w + 2(−1 + 1/4) = ln w − 3/2.

The self term of one edge is therefore

2L[ln(2L) − 1 − ln w + 3/2] = 2L[ln(2L/w) + 1/2].   (9)

A strip of width b, with w ≪ b ≪ L, has two self terms. The pair of opposite edges counts twice in the double integral, with sign −1:

J = 4L[ln(2L/w) + 1/2] − 4L[ln(2L/b) − 1] = 4L[ln(b/w) + 3/2].

The length inside the logarithm has cancelled. The energy per area is

E/(Lb) = (1/b){2β − 4κ[ln(b/w) + 3/2]}.   (10)

Its derivative with respect to b is

(1/b²){−2β + 4κ[ln(b/w) + 3/2] − 4κ},

which passes from negative to positive at

b_∞ = w exp(β/2κ − 1/2).   (11)

A narrower strip has too much edge for its area, and its two edges hinder each other's relaxation. A wider strip has too little edge from which to relax. In the example β/2κ = 2.578, so b_∞ = 4 nm × e^2.078 = 32 nm. As κ → 0 the preferred width diverges: without relaxation there is no reason to keep a second edge nearby.

### Closing the strip into a rectangle

A finite island has four edges, and their lengths vary with level because they meet at mitred corners. Consider one edge at levels u and u′. The segments have lengths L + 2wu and L + 2wu′ and distance d = w|u − u′|. Define

P(x) = x asinh(x/d) − √(x² + d²),

whose second derivative is 1/√(x² + d²). Integrating twice between the ends of two centred segments gives their interaction as

2P(L + w(u + u′)) − 2P(w(u − u′)).

In the first term, contributions linear in u + u′ average to zero, because reversing both u and u′ leaves d unchanged. It reproduces (9) up to terms of order w²/L. In the second term the argument has magnitude d, so

−2P(d) = 2d(√2 − asinh 1).

The mean of d is w/3. Each edge thus gains (2w/3)(√2 − asinh 1), and the four edges gain four times this. The amount does not depend on s or t. For opposite edges the same reversal argument removes the linear corrections, leaving (8) with terms of second order in w. For s well above 2t the largest comes from the mean of ln d between the long edges and is of order w²s/t². Near the square the other second-order terms, of order w²/t, are as large or larger, so w²s/t² still gives the order of the total.

Let D = √(s² + t²). Adding self terms and subtracting opposite pairs,

J = 4t[ln(2t/w) + 1/2] + 4s[ln(2s/w) + 1/2]
 − 4[t asinh(t/s) − D + s] − 4[s asinh(s/t) − D + t]
 + (8/3)(√2 − asinh 1)w.

Now asinh(t/s) = ln[(t + D)/s], and likewise with s and t exchanged. Collecting terms,

J/4 = t ln[2st/(w(t + D))] + s ln[2st/(w(s + D))]
 − (s + t)/2 + 2D + (2/3)(√2 − asinh 1)w,   (12)

with an error of order w²s/t² for s ≥ t, which is small compared with J as long as t ≫ w.

The strip must reappear when s → ∞ at fixed t. Then D → s. The second logarithm becomes ln(t/w), and the terms proportional to s add to s[ln(t/w) − 1/2 + 2] = s[ln(t/w) + 3/2], as required. What remains does not grow with s and belongs to the two ends.

A second check avoids the line integrals. At level u the rectangle's transform is a product of two sines divided by k_x k_y. Writing the product as a difference of cosines and averaging over u gives

h_k/h = [2/(k_x k_y)]{cos[(k_x s − k_y t)/2] sinc[w(k_x − k_y)/2]
 − cos[(k_x s + k_y t)/2] sinc[w(k_x + k_y)/2]},

where sinc x = sin x/x. Numerical integration of (5) with this profile includes the finite facet width. For w = 1 and s = t = 12 it gives J = 309.72, against 309.67 from (12). For s = 24 and t = 6 it gives 363.51, against 363.57. The relative differences are below 3 parts in 10⁴. The numerical sum stops at wavevectors near 60/w, which lowers J by about 0.03 in both cases. The differences therefore confirm (12) at this level but do not measure its error precisely.

## Second half: when the square gives way

### Symbols and results carried over

The island has height h, facet width w, half-height sides s and t, and fixed area A = st. Its edge energy per length is β, and κ = σ²h²(1 − ν²)/(2πY) measures elastic relaxation. Up to terms fixed by the volume, the energy is

E = 2β(s + t) − κJ,   (13)

with J given by (12) for s, t ≫ w. A very long strip prefers the width b_∞ = w exp(β/2κ − 1/2). In the example w = 4 nm, β = 0.768 eV/nm, κ = 0.149 eV/nm and β/2κ = 2.578.

### One variable for the shape

Let a = √A be the side of the square with the given area, and write

s = aS, t = aT, S = e^η, T = e^(−η).

The aspect ratio is s/t = e^(2η), and η = 0 is the square. Exchanging the sides changes the sign of η and not the energy, so η ≥ 0 suffices. The scaled diagonal is

m = D/a = √(S² + T²) = √(2 cosh 2η).

The edge energy is 2βa(S + T) = 4βa cosh η. In (12), st/(t + D) = a/(T + m), and similarly for the other side. Apart from the constant corner term,

J/(4a) = 2 cosh η ln(2a/w) − cosh η − q(η),

q(η) = S ln(S + m) + T ln(T + m) − 2m.   (14)

Dividing the energy by 4aκ gives, up to a constant,

E/(4aκ) = q(η) − Λ cosh η,   (15)

Λ = 2 ln(2a/w) − 1 − β/κ.   (16)

All dependence on size and material is now in Λ. The factor cosh η is the perimeter divided by that of the square. When Λ is negative, the term −Λ cosh η opposes elongation. As the island grows, the logarithm in (16) grows with it, Λ becomes positive, and this term begins to favour elongation. The function q depends on the shape alone. It increases with η, as shown below, and so opposes elongation. The self terms of the edges and the interaction of opposite edges both contribute to Λ and to q, so the two terms of (15) do not separate these effects.

The energy of a rectangular island at fixed height and volume has been reduced to a function of one shape variable η, with all dependence on size and material collected in Λ. It remains to show that q increases with η, to find the area at which the square gives way, and to follow the elongated shape beyond it.

Numbers in the example were calculated in double precision.
